# Why Hartree-Fock Orbital Energies Do Not Sum to the Total Energy

In Hartree-Fock theory the helium atom has two electrons in one orbital of energy \(\varepsilon=-0.918\) hartree. Twice this is \(-1.836\) hartree, but the Hartree-Fock total energy is \(E=-2.862\) hartree. The difference is the mean Coulomb repulsion \(J\) between the two electrons:

\[
2\varepsilon-E=J=1.026\ \text{hartree}.
\]

The atom contains this repulsion once, because it contains one pair of electrons. The sum \(2\varepsilon\) contains it twice, because each orbital energy includes the whole repulsion from the other electron. For a closed-shell atom or molecule the corresponding statement is

\[
E=\sum_{\text{occ}}\varepsilon-V_{ee}+V_{nn},
\]

where the sum runs over occupied spin orbitals, \(V_{ee}\) is the mean electron repulsion in the Hartree-Fock state, exchange included, and \(V_{nn}\) is the repulsion between the nuclei.

## The belief and its appeal

The belief is that a total energy is obtained by filling the orbitals and adding their energies. For electrons that do not interact with each other this is correct for the electronic energy. Suppose that each of two electrons moves in a fixed external potential, with one-electron Hamiltonian \(\hat f\) and \(\hat f\phi=\varepsilon\phi\). Then

\[
[\hat f(1)+\hat f(2)]\,\phi(1)\phi(2)=2\varepsilon\,\phi(1)\phi(2),
\]

since each operator acts on its own factor and returns \(\varepsilon\). The total energy is \(2\varepsilon\).

The Hartree-Fock equation has the same appearance, \(\hat F\phi=\varepsilon\phi\), and \(\hat F\) acts on one electron at a time. The repulsion seems to have been absorbed into a potential, leaving independent electrons behind. But that potential is made by the electrons themselves. The number \(2\varepsilon\) is the energy of two non-interacting electrons in a fixed external field of the same shape. It is not the mean energy of two electrons that repel each other.

## Helium: one pair, one repulsion

I use atomic units, so energies are in hartree and lengths in bohr. The nucleus is fixed, relativity is neglected, and orbitals are real and normalized. With nuclear charge \(Z=2\), the Hamiltonian is

\[
\hat H=\hat h(1)+\hat h(2)+\frac1{r_{12}},\qquad
\hat h=-\frac12\nabla^2-\frac Zr .
\]

The Hartree-Fock ground state puts both electrons, with opposite spins, in one spatial orbital. Its spatial part is \(\phi(\mathbf r_1)\phi(\mathbf r_2)\); the antisymmetry is carried by the spin part, which is normalized and does not affect the energy. Define

\[
h=\langle\phi|\hat h|\phi\rangle,\qquad
J=\iint\frac{\phi(\mathbf r_1)^2\phi(\mathbf r_2)^2}{r_{12}}\,d^3r_1\,d^3r_2 .
\]

Each one-electron operator contributes \(h\), because the other electron's factor integrates to one. The single repulsion operator contributes \(J\). Hence

\[
E=2h+J. \tag{1}
\]

The orbital energy comes from making \(E\) stationary while \(\phi\) stays normalized. Let \(\phi\) change by a small \(\delta\phi\). The term \(2h\) contains \(\phi\) twice, and \(\hat h\) is Hermitian, so

\[
\delta(2h)=4\langle\delta\phi|\hat h|\phi\rangle .
\]

The integral \(J\) contains \(\phi\) four times. Introduce the electrostatic potential energy of one electron in the cloud of the other,

\[
v(\mathbf r)=\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r',
\qquad J=\langle\phi|v|\phi\rangle .
\]

Varying any one of the four factors gives the same integral, so \(\delta J=4\langle\delta\phi|v|\phi\rangle\). To impose normalization, subtract \(2\varepsilon(\langle\phi|\phi\rangle-1)\), where \(2\varepsilon\) is the Lagrange multiplier. Its variation is \(4\varepsilon\langle\delta\phi|\phi\rangle\). The condition for a stationary energy is therefore

\[
4\langle\delta\phi|\hat h+v-\varepsilon|\phi\rangle=0 .
\]

Since \(\delta\phi\) is arbitrary,

\[
(\hat h+v)\phi=\varepsilon\phi .
\]

Multiplication by \(\phi\) and integration give

\[
\varepsilon=h+J. \tag{2}
\]

The factors show where the mismatch arises. The one-electron energy is quadratic in the orbital and the repulsion is quartic, so differentiation gives the repulsion twice the weight, relative to the one-electron part, that it has in \(E\). The equation that determines the best orbital is correct, but its eigenvalue is not a share of the total energy.

Doubling equation (2) and subtracting equation (1) gives

\[
2\varepsilon-E=(2h+2J)-(2h+J)=J .
\]

Two equivalent correct expressions follow:

\[
E=2\varepsilon-J=\varepsilon+h .
\]

There is a direct electrostatic picture. Two point charges have one mutual potential energy. If we ask for the energy of the first in the field of the second, the answer is that whole energy. If we ask for the energy of the second in the field of the first, the answer is the same whole energy again. Both answers are right, but adding them counts one interaction twice.

One could assign half the repulsion to each electron and define \(h+J/2=E/2\). Two such shares do add to \(E\). For helium the share is \(-1.431\) hartree, which differs from the eigenvalue \(-0.918\) hartree.

## The helium account in numbers

A self-consistent calculation with six Slater functions gives the following energies per electron, in hartree:

- kinetic energy: \(1.4307\);
- attraction to the nucleus: \(-3.3743\);
- their sum: \(h=-1.9436\).

The pair repulsion is \(J=1.0256\) hartree. Equation (2) gives

\[
\varepsilon=-1.9436+1.0256=-0.9180\ \text{hartree},
\]

and hence \(2\varepsilon=-1.836\) hartree. With the printed value \(2h=-3.8873\) hartree, equation (1) gives

\[
E=-3.8873+1.0256=-2.8617\ \text{hartree}.
\]

The discrepancy is

\[
2\varepsilon-E=-1.836+2.862=1.026\ \text{hartree}.
\]

In electronvolts, \(2\varepsilon=-49.96\) eV, \(E=-77.87\) eV and \(J=27.91\) eV. The error made by using \(2\varepsilon\) for the total energy is 36 percent of \(|E|\). A separate calculation in a Gaussian basis gives the same \(2\varepsilon\) and \(E\) to three decimals in hartree, so the gap does not come from the choice of basis. The fourth decimal of the separate parts does depend on the basis: near the basis limit the kinetic energy is \(1.4308\), the attraction \(-3.3746\), \(h=-1.9437\) and \(J=1.0258\) hartree, shifts of 0.0001 to 0.0002 hartree, while \(\varepsilon\) and \(E\) keep the four decimals shown.

Nor is it the correlation energy, the part of the energy that a single Hartree-Fock determinant misses. In the cc-pVQZ basis, full configuration interaction lowers the helium energy by \(0.041\) hartree relative to Hartree-Fock in that basis. The repulsion \(J\) is about 25 times larger. The direction is also wrong for such an explanation: correlation lowers the total energy and so moves it further from \(2\varepsilon\).

## A version that can be done by hand

The same account can be followed with a single exponential orbital. Write its radial function as

\[
u(r)=2z^{3/2}re^{-zr},
\]

where \(z\) is an adjustable exponent and \(u^2\) is the radial probability density. The kinetic energy is

\[
\frac12\int_0^\infty u'^2dr
=2z^3\int_0^\infty(1-zr)^2e^{-2zr}dr .
\]

Using \(\int_0^\infty r^n e^{-ar}dr=n!/a^{n+1}\), the last integral is \(1/(2z)-1/(2z)+1/(4z)=1/(4z)\), so the kinetic energy is \(z^2/2\). The attraction is

\[
-Z\int_0^\infty\frac{u^2}{r}dr
=-4Zz^3\int_0^\infty re^{-2zr}dr=-Zz .
\]

Thus \(h=z^2/2-Zz\).

For the repulsion, first find the probability that an electron lies within radius \(r\):

\[
Q(r)=\int_0^r u(s)^2ds
=1-e^{-2zr}(1+2zr+2z^2r^2).
\]

This is confirmed by \(Q(0)=0\) and \(Q'(r)=4z^3r^2e^{-2zr}=u^2\). A spherical shell acts on a charge outside it as if the shell's charge were at the centre. When electron 2 is the inner one, the mean of \(1/r_{12}\) over directions is therefore \(1/r_1\). The opposite ordering contributes equally, so

\[
J=2\int_0^\infty\frac{u^2Q}{r}dr
=8z^3\int_0^\infty re^{-2zr}Q(r)\,dr .
\]

Inserting \(Q\) and integrating its four terms gives

\[
J=8z^3\,\frac1{z^2}\left(\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right)
=8z\cdot\frac5{64}=\frac58z .
\]

The total energy is now

\[
E=2h+J=z^2-2z\left(Z-\frac5{16}\right).
\]

Setting its derivative to zero gives \(z=Z-5/16\), and substitution gives \(E=-z^2\). For helium \(z=27/16=1.6875\), so

\[
h=-1.9512,\qquad J=1.0547,\qquad E=-2.8477\ \text{hartree}.
\]

A single exponential does not solve the Hartree-Fock equation, so here \(\varepsilon\) means the expectation value \(\langle\phi|\hat h+v|\phi\rangle=h+J\). Then \(2\varepsilon=-1.7930\) hartree, which again lies above \(E\) by \(J\). The orbital is only approximate, but the counting is the same.

The model also shows what happens along the series of two-electron ions. The relative error is

\[
\frac{2\varepsilon-E}{|E|}=\frac{5z/8}{z^2}=\frac5{8z},
\qquad z=Z-\frac5{16}.
\]

It falls as the nuclear charge grows, since attraction increasingly outweighs repulsion. The absolute error \(5z/8\) nevertheless increases. A small relative error at large \(Z\) does not make the sum correct.

## What an orbital energy measures

An orbital energy has a meaning as a removal energy. Take one electron from helium and keep the other in the unchanged orbital. The remaining ion has energy \(h\), so the cost is

\[
h-E=h-(2h+J)=-(h+J)=-\varepsilon .
\]

The departing electron takes the whole pair repulsion with it, which is why the whole of \(J\) belongs in \(\varepsilon\). Removing the second electron costs \(0-h=-h\), because no partner is left to repel it. The two costs add to the Hartree-Fock binding energy:

\[
(-\varepsilon)+(-h)=0.918+1.944=2.862\ \text{hartree}=-E .
\]

The mistaken sum charges \(0.918\) hartree for both removals. It treats the second electron as though the first were still there.

The orbital of a real ion contracts once the repulsion has gone. Its relaxed energy is \(-2.000\) hartree instead of \(-1.944\) hartree. The first removal then costs \(0.862\) hartree and the second \(2.000\) hartree, with the same total of \(2.862\) hartree. Relaxation moves energy between the two steps. The total depends on the initial atom and the final separated particles, and these have not changed. These costs still use the Hartree-Fock energy of the neutral atom. Correlation lowers the atom but not the one-electron ion; with the correlated cc-pVQZ energy of the atom, the first cost is \(0.902\) hartree and the total \(2.902\) hartree.

## Measuring the repulsion without orbital energies

The repulsion can also be found from total energies alone. Multiply \(1/r_{12}\) by a strength \(s\) and solve the Hartree-Fock problem again at each \(s\). The energy is

\[
E(s)=2h(s)+sJ(s),
\]

where \(h\) and \(J\) depend on \(s\) through the orbital. When \(s\) changes, the energy changes through the explicit factor \(s\) and through the orbital. The second contribution vanishes to first order, because the orbital makes the energy stationary under changes that keep it normalized. Therefore

\[
\frac{dE}{ds}=J(s).
\]

A finite-difference derivative at \(s=1\) gives \(1.0256\) hartree, in agreement with \(2\varepsilon-E\). This test uses total energies at strengths slightly above and below one; no orbital energy enters the derivative.

At general strength the orbital energy is \(\varepsilon(s)=h(s)+sJ(s)\), so

\[
2\varepsilon(s)-E(s)=sJ(s).
\]

As \(s\to0\) the difference vanishes. Both sides of the naive equation then become \(-4\) hartree, the energy of two independent electrons at \(-2\) hartree each. This is the limit in which adding orbital energies gives the electronic energy; for a molecule the nuclear repulsion must still be added.

## More electrons: exchange and nuclei

With more than one occupied spatial orbital, the repulsion includes exchange. Let \(a,b,\ldots\) label the \(N\) occupied, orthonormal spin orbitals of a determinant \(\Psi\). The determinant is \((N!)^{-1/2}\) times a signed sum over permutations of the product \(a(1)b(2)\cdots\). In \(\langle\Psi|\sum_{k<l}1/r_{kl}|\Psi\rangle\), every product on the left contributes equally, because the operator is symmetric and \(\Psi\) is antisymmetric. We may keep one product on the left and multiply by \(N!\), which cancels the two normalization factors.

For one pair of electrons, orthogonality then forces all the other electrons to occupy the same orbitals on both sides. Two terms survive. The unpermuted one gives the Coulomb integral \(J_{ab}\), and the one with the pair exchanged gives the exchange integral with a minus sign. For spatial orbitals \(i\) and \(j\) these integrals are

\[
J_{ij}=\iint\frac{\phi_i(\mathbf r_1)^2\phi_j(\mathbf r_2)^2}{r_{12}}\,d^3r_1d^3r_2,
\]

\[
K_{ij}=\iint\frac{\phi_i(\mathbf r_1)\phi_j(\mathbf r_1)\phi_i(\mathbf r_2)\phi_j(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .
\]

Exchange requires equal spins, since otherwise the spin integral is zero. Summing over all ordered pairs and halving counts each pair once. The added terms \(a=b\) do no harm, because \(J_{ii}=K_{ii}\). In a closed shell each pair \(i,j\) of spatial orbitals has four spin combinations, two of them with equal spins. Thus

\[
V_{ee}=\frac12\sum_{ij}(4J_{ij}-2K_{ij})
=\sum_{ij}(2J_{ij}-K_{ij}), \tag{3}
\]

and, with \(h_i=\langle\phi_i|\hat h|\phi_i\rangle\) and \(\hat h\) now containing the attraction to all nuclei,

\[
E=2\sum_i h_i+V_{ee}+V_{nn}. \tag{4}
\]

Now vary one orbital \(\phi_i\). It occurs in equation (3) as first index and as second index, which again doubles the weight of the repulsion. Define \(\hat J_j\chi(\mathbf r)=\chi(\mathbf r)\int\phi_j(\mathbf r')^2/|\mathbf r-\mathbf r'|\,d^3r'\) and \(\hat K_j\chi(\mathbf r)=\phi_j(\mathbf r)\int\phi_j(\mathbf r')\chi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\) for any function \(\chi\). These are symmetric operators with \(\langle\phi_i|\hat J_j|\phi_i\rangle=J_{ij}\) and \(\langle\phi_i|\hat K_j|\phi_i\rangle=K_{ij}\). The variation is

\[
\delta E=4\langle\delta\phi_i|\hat F|\phi_i\rangle,\qquad
\hat F=\hat h+\sum_j(2\hat J_j-\hat K_j).
\]

The term \(j=i\) fits this form because \(\hat J_i\phi_i=\hat K_i\phi_i\). Orthonormality adds a symmetric matrix of multipliers, so \(\hat F\phi_i\) is a combination of occupied orbitals. Rotating these orbitals among themselves leaves \(\hat F\) unchanged, since it depends on them through \(\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r')\). We can therefore choose the rotation that makes the matrix diagonal. These are the canonical orbitals, with \(\hat F\phi_i=\varepsilon_i\phi_i\) and

\[
\varepsilon_i=h_i+\sum_j(2J_{ij}-K_{ij}).
\]

For helium this is \(h+2J-J=h+J\), as before. Summing with two electrons per orbital gives

\[
2\sum_i\varepsilon_i=2\sum_i h_i+2V_{ee}. \tag{5}
\]

Subtracting equation (5) from equation (4) yields

\[
E=2\sum_i\varepsilon_i-V_{ee}+V_{nn}.
\]

Using equation (5) to eliminate \(V_{ee}\) gives the equivalent form

\[
E=\sum_i(\varepsilon_i+h_i)+V_{nn}.
\]

Beryllium in the 6-31G basis shows how the two sums in equation (3) enter. The Coulomb part of equation (3) is \(7.233\) hartree and the exchange part to be subtracted is \(2.683\) hartree, so \(V_{ee}=4.550\) hartree. Both parts include the terms \(i=j\), where \(K_{ii}=J_{ii}\) only removes self-repulsion that the Coulomb part has added; for helium the same split gives \(2J\) and \(J\). The value \(2.683\) hartree is therefore not the exchange between different orbitals alone. The orbital sum is \(-10.016\) hartree, and

\[
E=-10.016-4.550=-14.566\ \text{hartree},
\]

which agrees with the printed \(-14.567\) hartree within the rounding of the terms. The separate terms are not converged in this small basis: in cc-pVQZ the Coulomb and exchange parts are \(7.156\) and \(2.667\) hartree, \(V_{ee}=4.489\) hartree and the orbital sum is \(-10.084\) hartree, shifts of up to 0.08 hartree, while \(E\) moves only to \(-14.573\) hartree. Subtracting the Coulomb part alone would overcorrect, because exchange too is counted twice in the orbital sum.

For lithium hydride at a chosen bond length of 1.6 angstrom, in the same basis, the nuclear term matters:

\[
E=-5.508-3.463+0.992=-7.979\ \text{hartree}.
\]

Here the orbital sum lies above \(E\) by \(V_{ee}-V_{nn}=2.471\) hartree, which is not the electron repulsion alone. In cc-pVQZ this difference becomes \(2.493\) hartree and \(E=-7.987\) hartree. The difference can have either sign: for H\(_2\) at 1.4 bohr in the cc-pVTZ basis the orbital sum is \(-1.189\) hartree and lies \(0.056\) hartree below \(E=-1.133\) hartree, because there \(V_{nn}\) exceeds \(V_{ee}\). The nuclear repulsion is absent from \(\hat F\), because it is a constant for fixed nuclei and does not affect the orbitals.

In the numerical check, the total and repulsion energies of these systems are computed as expectation values of the many-electron Hamiltonian in the determinant, without the orbital-energy formula. The identity presupposes that the field in \(\hat F\) is made by the same occupied orbitals that enter \(E\). Before self-consistency is reached, the field comes from earlier orbitals, and the orbital sum then contains, in place of twice \(V_{ee}\), the quantity \(2\sum_{ij}(2J_{ij}-K_{ij})\) with \(i\) running over the new orbitals and \(j\) over the old ones: Coulomb repulsion minus exchange between the two sets.

## Table of computed values

```
HELIUM, Hartree-Fock in six Slater functions
kinetic energy of one electron: 1.43070 hartree
nuclear attraction of one electron: -3.37433 hartree
h, one electron without repulsion: -1.94364 hartree
2h: -3.88727 hartree
J by radial quadrature: 1.02561 hartree
eps: -0.91802 hartree
2 eps: -1.83605 hartree
E: -2.86166 hartree
2 eps - E: 1.02561 hartree
dE/d(strength) at full repulsion: 1.02561 hartree
(2 eps - E)/|E|: 35.8 percent
2 eps in eV: -49.96 eV
E in eV: -77.87 eV
J in eV: 27.91 eV
first removal cost, frozen orbital: 0.91802 hartree
second removal cost, frozen orbital: 1.94364 hartree
relaxed ion energy: -2.00000 hartree
first removal cost, relaxed ion: 0.86166 hartree
second removal cost, relaxed ion: 2.00000 hartree
HELIUM, one exponential orbital
best exponent: 1.6875 1/bohr
h: -1.95117 hartree
J: 1.05469 hartree
2 eps = 2(h + J): -1.79297 hartree
E: -2.84766 hartree
HELIUM, independent Gaussian calculation
2 eps: -1.83591 hartree
E: -2.86168 hartree
BERYLLIUM, 6-31G
sum of orbital energies: -10.01637 hartree
Coulomb part, sum 2J_ij: 7.23295 hartree
exchange part, sum K_ij: 2.68255 hartree
V_ee: 4.55039 hartree
V_nn: 0.00000 hartree
E: -14.56676 hartree
LITHIUM HYDRIDE, 6-31G
bond length: 1.6 angstrom
sum of orbital energies: -5.50818 hartree
Coulomb part, sum 2J_ij: 5.60468 hartree
exchange part, sum K_ij: 2.14134 hartree
V_ee: 3.46334 hartree
V_nn: 0.99221 hartree
E: -7.97932 hartree
HELIUM, correlation in the cc-pVQZ basis
Hartree-Fock energy: -2.86151 hartree
full configuration interaction energy: -2.90241 hartree
correlation energy: -0.04090 hartree
J / |correlation energy|: 25.1
```
